# Why the logarithmic derivative falls with energy

## The problem at the sphere boundary

Suppose that a radial wave has been computed inside a sphere of radius $s$ and must join smoothly onto a given function outside. Value and slope must both match. Since the inner wave can be multiplied by any constant, the condition is that the two logarithmic derivatives agree at $s$. The inner one is

$$D(E)=\frac{s\,\phi'(s,E)}{\phi(s,E)},$$

where the prime means $d/dr$. The allowed energies are those at which $D(E)$ takes the required value.

If nothing is known about the shape of $D(E)$, this condition is hard to use. The curve might turn back between two computed points, so that two solutions lie where none was suspected. A value of $D$ would not identify an energy, even in a narrow range. A straight-line estimate of $D$ near a known energy would need a slope of unknown sign and size.

The slope can be found from the wave at a single energy. For a wave normalized in the sphere,

$$\frac{dD}{dE}=-\frac{1}{s\,\phi(s,E)^2}.$$

It is negative wherever $D$ is finite. At an energy where $\phi(s,E)=0$ the function $D$ has a pole, and there it jumps from $-\infty$ to $+\infty$. The decrease is therefore monotonic on each branch between poles, not across a pole.

## Setting and conventions

Rydberg atomic units are used: $\hbar^2/2m=1$, lengths in bohr, energies in rydberg (Ry). The potential $v(r)$ is real, spherical, local and independent of $E$. It is continuous for $0<r\le s$, and

$$\int_0^s r\,|v(r)|\,dr<\infty .$$

This admits the nuclear attraction $-2Z/r$, for which the integrand is constant.

The radial equation for angular momentum $l$ is

$$-\frac{1}{r^2}\left(r^2\phi'\right)'+\left[\frac{l(l+1)}{r^2}+v(r)\right]\phi=E\phi .$$

Put $u=r\phi$. Then $\phi'=u'/r-u/r^2$, so $r^2\phi'=ru'-u$ and $(r^2\phi')'=ru''$. Multiplying the radial equation by $r$ gives

$$u''=\left[\frac{l(l+1)}{r^2}+v(r)-E\right]u. \tag{1}$$

The logarithmic derivative becomes

$$D=s\left(\frac{u'(s)}{u(s)}-\frac1s\right)=\frac{s\,u'(s)}{u(s)}-1. \tag{2}$$

A constant factor in $u$ cancels here. We may therefore work with the regular solution scaled as

$$u(r,E)=r^{l+1}f(r,E),\qquad f(0,E)=1,$$

and normalize at the end.

## Behaviour at the origin and continuity in energy

The proof needs two facts: $rf'\to0$ at the origin, and $f$ depends continuously on $E$. Both follow from an integral equation.

Differentiate $u=r^{l+1}f$ twice:

$$u''=l(l+1)r^{l-1}f+2(l+1)r^lf'+r^{l+1}f''.$$

The first term cancels the centrifugal term in (1). Write $q=v-E$ and multiply what remains by $r^{l+1}$:

$$r^{2l+2}f''+2(l+1)r^{2l+1}f'=\left(r^{2l+2}f'\right)'=r^{2l+2}q f.$$

For the regular solution $r^{2l+2}f'$ vanishes at the origin, so one integration gives

$$f'(r)=r^{-2l-2}\int_0^r t^{2l+2}q(t)f(t)\,dt. \tag{3}$$

Integrate again from $0$ to $r$ and exchange the order of the two integrations. The inner integral is

$$t^{2l+2}\int_t^r x^{-2l-2}dx=\frac{t}{2l+1}\left[1-\left(\frac tr\right)^{2l+1}\right]\equiv K(r,t),$$

and hence

$$f(r)=1+\int_0^r K(r,t)\,q(t)f(t)\,dt. \tag{4}$$

Solve (4) by iteration: $f=g_0+g_1+g_2+\dots$, with $g_0=1$ and $g_{n+1}=\int_0^rKqg_n\,dt$. Because $0\le K\le t/(2l+1)$, define

$$Q(r)=\frac{1}{2l+1}\int_0^r t\,|q(t)|\,dt .$$

If $|g_n|\le Q^n/n!$, which holds for $n=0$, then

$$|g_{n+1}(r)|\le\int_0^r Q'(t)\frac{Q(t)^n}{n!}dt=\frac{Q(r)^{n+1}}{(n+1)!}.$$

So the bound holds for every $n$. The series converges, and $|f|\le e^{Q(s)}$. For energies in a bounded interval, $Q(s)$ has a common upper bound, so the convergence is uniform in both $r$ and $E$. Each $g_n$ is continuous in $r$ and a polynomial in $E$. The sum $f(r,E)$ is therefore continuous in both variables. By (3), so is $f'(s,E)$ as a function of $E$.

At the origin, (3) and $(t/r)^{2l+1}\le1$ give

$$|rf'(r)|\le\int_0^r t\,|q(t)|\,|f(t)|\,dt\;\longrightarrow\;0\qquad(r\to0). \tag{5}$$

This also confirms the boundary value used to obtain (3).

## Comparing two energies

Let $u_1$ and $u_2$ be the solutions at $E_1$ and $E_2$. Multiply the equation for $u_2$ by $u_1$, multiply the equation for $u_1$ by $u_2$, and subtract. The centrifugal terms cancel. So do the potential terms, because $v$ is local and the same at both energies. What is left is

$$u_1u_2''-u_2u_1''=-(E_2-E_1)u_1u_2.$$

The left side is the derivative of $u_1u_2'-u_2u_1'$, since the products $u_1'u_2'$ cancel. Integrate from $0$ to $s$. For the lower limit, insert $u=r^{l+1}f$. The terms containing $(l+1)r^{2l+1}f_1f_2$ cancel, and

$$u_1u_2'-u_2u_1'=r^{2l+2}(f_1f_2'-f_2f_1')=r^{2l+1}\left(f_1\,rf_2'-f_2\,rf_1'\right)\to0$$

by (5). Therefore

$$\left[u_1u_2'-u_2u_1'\right]_{r=s}=-(E_2-E_1)\int_0^s u_1u_2\,dr. \tag{6}$$

Suppose that neither wave vanishes at $s$. Divide (6) by $u_1(s)u_2(s)$ and multiply by $s$. By (2), the left side becomes $D(E_2)-D(E_1)$, because the two terms $-1$ cancel:

$$D(E_2)-D(E_1)=-(E_2-E_1)\,\frac{s\int_0^su_1u_2\,dr}{u_1(s)u_2(s)}. \tag{7}$$

No small energy difference has been assumed.

## The slope

Divide (7) by $E_2-E_1$ and let $E_2\to E_1=E$. By the continuity of $f$, the integral tends to $\int_0^su^2dr$ and the denominator to $u(s)^2$. The limit exists, so $D$ is differentiable:

$$\frac{dD}{dE}=-\frac{s\int_0^su^2\,dr}{u(s)^2}. \tag{8}$$

Now normalize. With $N=\int_0^su^2dr$, the wave $\phi=u/(r\sqrt N)$ satisfies

$$\int_0^s\phi^2r^2\,dr=1,\qquad \phi(s)^2=\frac{u(s)^2}{s^2N}.$$

Thus $N/u(s)^2=1/[s^2\phi(s)^2]$, and (8) becomes

$$\boxed{\frac{dD}{dE}=-\frac{1}{s\,\phi(s,E)^2}} \tag{9}$$

The factor $1$ in the numerator belongs to Rydberg units. If $\hbar^2/2m$ is kept, dividing the radial equation by it replaces $E$ by $2mE/\hbar^2$, and the right side of (9) gains the factor $2m/\hbar^2$. In hartree units this factor is $2$.

## What the slope measures

For unit probability in the sphere, the squared amplitude $\phi(s)^2$ is $4\pi$ times the probability density per unit volume at the boundary, averaged over directions. It should not be confused with the radial distribution $r^2\phi^2$, which is the probability per unit length in $r$. A wave of constant amplitude with the same normalization would have $\phi^2=\rho_0=3/s^3$, since $\int_0^sr^2dr=s^3/3$. This is $4\pi$ times the uniform density $3/(4\pi s^3)$, so $\rho_0/\phi(s)^2$ is the ratio of the uniform density to the density at the boundary. In these terms

$$\frac{dD}{dE}=-\frac{s^2}{3}\,\frac{\rho_0}{\phi(s)^2}. \tag{10}$$

A wave that is weak at the boundary has a steep $D$, and a wave that is strong there has a flat one. For a fixed sphere, the boundary density alone sets the slope.

A simple limit is $v=0$, $E=0$. The regular wave is proportional to $r^l$, and normalization gives $\phi^2=(2l+3)r^{2l}/s^{2l+3}$. Hence $\phi(s)^2=(2l+3)/s^3$ and

$$\frac{dD}{dE}=-\frac{s^2}{2l+3}.$$

As $l$ grows, this wave is pushed towards the boundary and the slope becomes smaller in magnitude.

## Passing through a pole

When $\phi(s)=0$, $D$ is infinite and (9) cannot be used, but $1/D$ remains well behaved. Let $R=u/r$ be the wave before normalization. From $u'=R+rR'$,

$$u_1u_2'-u_2u_1'=r^2(R_1R_2'-R_2R_1').$$

Since $1/D=R(s)/[sR'(s)]$, equation (6) gives, with all waves taken at $s$,

$$\frac1{D(E_2)}-\frac1{D(E_1)}=\frac{R_2R_1'-R_1R_2'}{s\,R_1'R_2'}=(E_2-E_1)\frac{\int_0^su_1u_2\,dr}{s^3R_1'R_2'}.$$

The sign is now positive because the order of the two products is reversed. In the limit of equal energies, after normalization,

$$\frac{d}{dE}\left(\frac1D\right)=\frac{1}{s^3\phi'(s)^2}>0. \tag{11}$$

This holds wherever $\phi'(s)\ne0$. That is so at a pole: if $\phi$ and $\phi'$ both vanished at $s$, the second-order equation would make the wave zero throughout the sphere, contrary to $f(0)=1$.

Let $E_0$ be a pole and let $c$ be the value of (11) there. Close to $E_0$,

$$\frac1D\approx c\,(E-E_0),\qquad D\approx\frac{1}{c\,(E-E_0)}. \tag{12}$$

Just below $E_0$ the function $D$ is large and negative; just above, it is large and positive. The condition $\phi(s)=0$ also defines the energy levels of a particle enclosed by a hard wall at $s$. The poles of $D$ are these levels.

Between two neighbouring poles $D$ is continuous and falls from $+\infty$ to $-\infty$. It takes each real value once. A fixed boundary condition $D=D_*$ thus has one solution between each pair of neighbouring poles. Below the lowest pole it has at most one.

## When the outside also depends on energy

In a bound-state problem the outer logarithmic derivative changes with energy too. Take $l=0$ and zero potential outside the sphere. For $E=-\kappa^2<0$, the decaying solution is $u=e^{-\kappa r}$, and (2) gives $D_{\rm out}=-\kappa s-1$. Since $d\kappa/dE=-1/(2\kappa)$,

$$\frac{dD_{\rm out}}{dE}=\frac{s}{2\kappa}>0.$$

The inner function falls while the outer one rises. Their difference falls, so they cross at most once on each branch of $D$. In this case monotonicity still separates the solutions, although the target value moves.

## A case that can be done by hand

For $v=0$ and $l=0$, the regular solution is $u=\sin kr$ with $E=k^2$. This differs from the earlier scaling by the factor $k$, which does not affect $D$. By (2),

$$D=ks\cot ks-1.$$

Differentiate with respect to $k$ and multiply by $dk/dE=1/(2k)$:

$$\frac{dD}{dE}=\frac{s\cos ks}{2k\sin ks}-\frac{s^2}{2\sin^2ks}.$$

The other route uses

$$N=\int_0^s\sin^2kr\,dr=\frac s2-\frac{\sin ks\cos ks}{2k}.$$

Inserting this in (8) gives $-sN/\sin^2ks$, which is the same expression term by term.

For $s=3$ bohr and $E=0.25$ Ry, $k=0.5$ bohr$^{-1}$ and $ks=1.5$. Then $D=-0.8936$, $N=1.4294$ bohr and $\sin^2 1.5=0.9950$, so

$$\frac{dD}{dE}=-\frac{3\times1.4294}{0.9950}=-4.310\ \text{Ry}^{-1}.$$

## A worked example with poles

Consider the model potential

$$v(r)=-\frac{2Z}{r}e^{-r/a},\qquad Z=10,\quad a=1\text{ bohr},\quad s=3\text{ bohr},\quad l=2.$$

The parameters are round values and represent no particular atom. The wave is started from its power series near the origin and integrated outward with an adaptive Runge–Kutta method. Gaussian quadrature supplies the normalization. The last column below follows from $\phi(s)$ through (9).

| $E$ (Ry) | $D$ | $\phi(s)$ (bohr$^{-3/2}$) | $dD/dE$ (Ry$^{-1}$) |
|---:|---:|---:|---:|
| −1 | 2.357 | 0.4839 | −1.424 |
| 0 | 0.232 | 0.3030 | −3.631 |
| 1 | 6.989 | −0.1087 | −28.21 |
| 3 | −3.948 | −0.2459 | −5.513 |
| 5 | 20.620 | 0.0867 | −44.31 |
| 8 | −3.633 | 0.2709 | −4.541 |

At $E=0$ the arithmetic, with one more pair of digits, is

$$\frac{dD}{dE}=-\frac{1}{3\times(0.302986)^2}=-\frac{1}{0.27540}=-3.631\ \text{Ry}^{-1}.$$

This equals $-7.262$ per hartree, or $-0.2669$ per eV.

The table contains two apparent contradictions. From $E=0$ to $1$ Ry, $D$ goes up from $0.232$ to $6.989$, and it also goes up from $3$ to $5$ Ry. All the listed slopes are nevertheless negative. The sign of $\phi(s)$ changes in both intervals, so the boundary value has passed through zero and $D$ has passed through a pole.

The pole energies can be found without following $D$. Diagonalizing the radial Hamiltonian in a basis of polynomials that vanish at $r=s$ gives hard-wall levels at $0.7670$ and $4.5201$ Ry. These are the levels between $-2$ and $10$ Ry. The wave at each level, inserted in (11), gives $c=0.6911$ and $0.1012$ Ry$^{-1}$ respectively. At $2\times10^{-4}$ Ry below the first level, direct integration gives $D\approx-7234$; at the same distance above it, $D\approx+7236$.

The poles also account for the steep slopes at $1$ and $5$ Ry. Since $dD/dE=-D^2\,d(1/D)/dE$, equations (11) and (12) give, to leading order near a pole,

$$\frac{dD}{dE}\approx-\frac{1}{c\,(E-E_0)^2}.$$

At $E=1$ Ry the distance from the first pole is $0.2330$ Ry. The estimate is $-1/(0.6911\times0.2330^2)=-26.7$ Ry$^{-1}$, about 5.5% smaller in magnitude than the value in the table. Nearness to the pole supplies most of the slope there. At $5$ Ry the distance from the second pole is $0.4799$ Ry, and the same estimate gives $-42.9$ Ry$^{-1}$, against $-44.3$ in the table.

## How far a straight line can be trusted

Equation (9) gives a tangent, whereas (7) gives the change over a finite interval. For the same model, go from $E=0$ to $0.1$ Ry. The tangent predicts

$$\Delta D\approx-3.631\times0.1=-0.363.$$

Integrating the wave at both energies and subtracting the two values of $D$ gives $\Delta D=-0.401$. Evaluating the overlap integral in (7) with the same two waves also gives $-0.401$. The tangent misses by $0.038$, or about 10% of the true change.

The average slope over the interval is $-4.01$ Ry$^{-1}$. By the mean value theorem, the local slope takes this value somewhere inside the interval, so it has become steeper than at $E=0$. The sign of the slope holds along the whole branch, but its size has to be recomputed as $\phi(s)$ changes.

## Where the result fails

The potential terms canceled in the comparison of two energies because $v$ was held fixed. If the potential itself depends on energy, the sign can change. Take

$$v(r,E)=v_0(r)+gE$$

with constant $g$. The radial equation then contains $E$ only through $(1-g)E$. If $D_0$ is the logarithmic derivative for $v_0$ alone, then

$$D(E)=D_0\big((1-g)E\big),\qquad \frac{dD}{dE}=(1-g)\,D_0'\big((1-g)E\big).$$

Since $D_0'<0$, the slope is positive for $g>1$. At $g=1$, $D$ does not depend on energy at all.

For the same reason, (9) describes a scan over $E$ in one fixed potential. If the potential is updated between two energies, as in a self-consistent calculation, the change of $D$ contains a further part due to the change of $v$, and (9) does not determine the sign of the total.

Normalization matters as well. Multiplying $\phi$ by a constant leaves $D$ unchanged but alters $\phi(s)^2$. For a wave with any other scaling, the slope must be taken from (8), where the integral in the numerator compensates for the factor.
